# Coulomb recoil of a bound Dirac electron beyond the kinetic term, part 1

(Sections cited here and not found follow in the second part.)

## I. From the nuclear kinetic energy to a sum over states

An electron of mass $m$ and charge $-e$ is bound to a nucleus of charge $Ze$ and mass $M$. The nucleus is a spinless point, and $M\gg m$. A fixed nucleus would give the Dirac energy in the potential $V(r)=-Ze^2/r$ (Gaussian units). A nucleus that can move takes up recoil momentum, and its kinetic energy shifts the level. The problem asks for this shift to first order in $1/M$ when the nucleus and the electron are coupled by the instantaneous Coulomb interaction alone.

The Coulomb gauge is used, since in it the instantaneous interaction is a separate term. Three things are left out: transverse photons exchanged with the moving nucleus, radiative effects, including the Coulomb interaction of the electron field with itself, and the structure of the nucleus. The shift found here is therefore one part of the recoil energy.

The one-electron Dirac Hamiltonian is
$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r),\qquad h\,|n\rangle=\varepsilon_n|n\rangle,\qquad \mathbf p=-i\hbar\nabla .$$
The bound state under study is $|a\rangle$. The fine-structure constant is $\alpha=e^2/\hbar c$, and $z=Z\alpha$. A sum over $n$ includes an integral over the continuum, and $|\langle n|\mathbf p|a\rangle|^2$ means the sum over the three Cartesian components.

### (a) Removing the nuclear coordinate

*Let the electron be described by the Dirac field $\psi(\mathbf x)$, and let the nucleus have position $\mathbf R$ and momentum $\mathbf P_N$. Find the Hamiltonian for the internal motion when the total momentum is zero.*

**Solution.** With a nonrelativistic nucleus the Hamiltonian is
$$H=\int d^3x\,\psi^\dagger(\mathbf x)\left[c\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(|\mathbf x-\mathbf R|)\right]\psi(\mathbf x)+\frac{\mathbf P_N^2}{2M}.$$
The momentum of the electron field is $\mathbf P_e=\int d^3x\,\psi^\dagger\mathbf p\,\psi$. The anticommutator $\{\psi_\sigma(\mathbf x),\psi^\dagger_\tau(\mathbf y)\}=\delta_{\sigma\tau}\delta(\mathbf x-\mathbf y)$ gives
$$[\mathbf P_e,\psi(\mathbf x)]=-\mathbf p\,\psi(\mathbf x)=i\hbar\nabla\psi(\mathbf x).$$

The electron should be referred to the position of the nucleus. The unitary operator $U=e^{-i\mathbf R\cdot\mathbf P_e/\hbar}$ does this. To see its effect, put $\psi_s=e^{is\mathbf R\cdot\mathbf P_e/\hbar}\,\psi\,e^{-is\mathbf R\cdot\mathbf P_e/\hbar}$. Then
$$\frac{d\psi_s}{ds}=\frac i\hbar\,\mathbf R\cdot(i\hbar\nabla\psi_s)=-\mathbf R\cdot\nabla\psi_s ,$$
whose solution is $\psi_s(\mathbf x)=\psi(\mathbf x-s\mathbf R)$. At $s=1$ this reads $U^\dagger\psi(\mathbf x)U=\psi(\mathbf x-\mathbf R)$. In the transformed field energy the integration variable can be changed to $\mathbf y=\mathbf x-\mathbf R$, and $\mathbf R$ disappears from it.

The nuclear momentum is $-i\hbar\,\partial/\partial\mathbf R$ and does not commute with $U$. The components of $\mathbf P_e$ commute with one another, so
$$U^\dagger\mathbf P_NU=\mathbf P_N+U^\dagger(-i\hbar\,\partial_{\mathbf R}U)=\mathbf P_N-\mathbf P_e .$$
The total momentum $\mathbf P_N+\mathbf P_e$ becomes $(\mathbf P_N-\mathbf P_e)+\mathbf P_e=\mathbf P_N$. In the new variables $\mathbf P_N$ is thus the conserved total momentum. Setting it to zero leaves
$$H=\int d^3x\,\psi^\dagger h\,\psi+\frac{\mathbf P_e^2}{2M}.\tag{1}$$

The nucleus carries the momentum opposite to that of the whole electron field. The recoil operator is the square of a field operator. It differs from $\int\psi^\dagger(\mathbf p^2/2M)\psi$, which would be the sum of the separate one-particle terms.

### (b) The first-order energy

*Treat $\mathbf P_e^2/2M$ in first order. Express the energy of the one-electron state, measured from that of the vacuum, through the matrix elements $\mathbf p_{mn}=\langle m|\mathbf p|n\rangle$.*

**Solution.** Expand $\psi=\sum_n c_n\phi_n(\mathbf x)$ in the eigenfunctions of $h$. Then $\mathbf P_e=\sum_{mn}\mathbf p_{mn}c_m^\dagger c_n$. In the vacuum $|{\rm vac}\rangle$ all levels with $\varepsilon_n<0$ are filled and all others are empty. The electron state is $|A\rangle=c_a^\dagger|{\rm vac}\rangle$. Below, $k$ labels negative-energy levels and $m$ positive-energy levels, bound ones included.

First-order theory for a single state may be used although the levels are degenerate. The operator $\mathbf P_e^2$ is a scalar under rotations and even under parity. It therefore does not mix different magnetic substates, nor states such as $2s$ and $2p_{1/2}$, which have equal Dirac energy and opposite parity.

The levels can be chosen with definite parity. Since $\mathbf p$ is odd, every diagonal element $\mathbf p_{nn}$ vanishes. Acting on the vacuum, $c_n$ must remove a filled level, and the operator $c^\dagger$ must then fill an empty one:
$$\mathbf P_e|{\rm vac}\rangle=\sum_{m,k}\mathbf p_{mk}\,c_m^\dagger c_k|{\rm vac}\rangle .$$
The pair states on the right are orthonormal, so
$$\langle{\rm vac}|\mathbf P_e^2|{\rm vac}\rangle=\sum_{m,k}|\mathbf p_{mk}|^2 .$$

Acting on $|A\rangle$, the operator can do two things. It can move the electron from $a$ to another positive level, or it can create a pair beside the electron. In the second case the level $a$ is not available:
$$\mathbf P_e|A\rangle=\sum_m\mathbf p_{ma}\,c_m^\dagger|{\rm vac}\rangle+\sum_k\sum_{m\neq a}\mathbf p_{mk}\,c_m^\dagger c_k\,c_a^\dagger|{\rm vac}\rangle .$$
The states of the first sum have no hole in the filled levels and those of the second have one. The two sums are therefore orthogonal, and
$$\langle A|\mathbf P_e^2|A\rangle=\sum_m|\mathbf p_{ma}|^2+\sum_k\sum_{m\ne a}|\mathbf p_{mk}|^2 .$$
Each vacuum sum diverges when the set of levels is infinite. The subtraction is made with a finite set of levels, which is enlarged afterwards. Everything cancels except the pairs with $m=a$:
$$\Delta E_C=\frac{\langle A|\mathbf P_e^2|A\rangle-\langle{\rm vac}|\mathbf P_e^2|{\rm vac}\rangle}{2M}=\frac1{2M}\left[\sum_{\varepsilon_n>0}|\langle n|\mathbf p|a\rangle|^2-\sum_{\varepsilon_n<0}|\langle n|\mathbf p|a\rangle|^2\right].\tag{2}$$

The minus sign comes from the Pauli principle. The recoil energy of the vacuum contains virtual pairs whose electron sits in level $a$. When a real electron occupies $a$, these pairs are missing, and so is their contribution.

Equation (2) was tested on a model with four negative and four positive levels and random odd matrix elements. The many-particle Hamiltonian $H_0+\lambda P^2$ was diagonalized for small $\lambda$, and the slope of the energy difference between the one-electron state and the vacuum was found to be $0.827957$. The two sums in the bracket are $0.847237$ and $0.019280$, and their difference is also $0.827957$.

### (c) Separating the one-particle kinetic energy

*Write $\Delta E_C$ as the mean value of $\mathbf p^2/2M$ plus a remainder. Interpret the remainder as an interaction between the electron and the filled levels.*

**Solution.** The eigenfunctions of $h$ form a complete set, so
$$\sum_{\varepsilon_n>0}|\langle n|\mathbf p|a\rangle|^2+\sum_{\varepsilon_n<0}|\langle n|\mathbf p|a\rangle|^2=\langle a|\mathbf p^2|a\rangle .$$
Solving this for the first sum and inserting it into (2) gives
$$\boxed{\;\Delta E_C=\frac{\langle a|\mathbf p^2|a\rangle}{2M}-\frac{S}{M},\qquad S=\sum_{\varepsilon_n<0}|\langle n|\mathbf p|a\rangle|^2\;}\tag{3}$$
The factor $1/2$ has gone from the second term because the negative-energy sum enters twice: once through its sign in (2) and once through closure. As a sum of squares, $S$ is not negative, so the remainder cannot raise the level.

The same result follows from reordering the operators. With $c_nc_k^\dagger=\delta_{nk}-c_k^\dagger c_n$,
$$\mathbf P_e^2=\sum_{ml}(\mathbf p^2)_{ml}\,c_m^\dagger c_l+\sum_{mnkl}\mathbf p_{mn}\cdot\mathbf p_{kl}\,c_m^\dagger c_k^\dagger c_lc_n .$$
The indices here run over all levels. The first term is the one-particle kinetic operator. The second is a two-particle interaction mediated by the motion of the nucleus. For a state with definite occupations its mean value is $\sum(\mathbf p_{mm}\cdot\mathbf p_{kk}-|\mathbf p_{mk}|^2)$ over occupied $m$ and $k$. The direct part vanishes by parity. Adding the electron $a$ changes the exchange part by $-2\sum_k|\mathbf p_{ak}|^2=-2S$, since $a$ may stand in either place. Division by $2M$ gives $-S/M$. The remainder is thus the exchange energy, through nuclear recoil, between the electron and the filled negative-energy levels.

### (d) The kinetic term for the ground state

*Evaluate $\langle\mathbf p^2\rangle$ for the Dirac $1s$ state. For which $Z$ does (3) make sense?*

**Solution.** Let $\gamma=\sqrt{1-z^2}$, $\lambda=zmc/\hbar$ and $s=z/(1+\gamma)$. Consider
$$a(\mathbf r)=g(r)\begin{pmatrix}\chi\\ is\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad g=N r^{\gamma-1}e^{-\lambda r},$$
with a constant spinor $\chi$. Two derivatives are needed:
$$\boldsymbol\sigma\cdot\mathbf p\,(g\chi)=-i\hbar g'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi,\qquad \boldsymbol\sigma\cdot\mathbf p\,(g\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi)=-i\hbar\left(g'+\frac{2g}r\right)\chi .$$
With $\varepsilon=\gamma mc^2$ the upper and lower lines of the Dirac equation become
$$\hbar c\,s\left(\frac{\gamma+1}r-\lambda\right)=(\gamma-1)mc^2+\frac{z\hbar c}r,$$
$$\hbar c\left(\frac{1-\gamma}r+\lambda\right)=s\left[(\gamma+1)mc^2+\frac{z\hbar c}r\right].$$
Both hold term by term, because $s(1+\gamma)=z$ and $sz=z^2/(1+\gamma)=1-\gamma$. So $a$ is an eigenstate with energy $\gamma mc^2$. It has the angular form of an $s_{1/2}$ state and its radial function has no node, so it is the $1s$ state.

Since $(\boldsymbol\alpha\cdot\mathbf p)^2=\mathbf p^2$, the mean of $\mathbf p^2$ is the squared norm of $\boldsymbol\alpha\cdot\mathbf p\,a=(\varepsilon-V-\beta mc^2)a/c$. In terms of $x=\hbar/(mcr)$,
$$\frac{\langle\mathbf p^2\rangle}{m^2c^2}=\langle(\gamma+zx-\beta)^2\rangle=\gamma^2+1+z^2\langle x^2\rangle+2\gamma z\langle x\rangle-2\gamma\langle\beta\rangle-2z\langle\beta x\rangle .$$
The radial density is proportional to $r^{2\gamma}e^{-2\lambda r}$. The Gamma-function integrals give $\langle1/r\rangle=\lambda/\gamma$ and $\langle1/r^2\rangle=2\lambda^2/[\gamma(2\gamma-1)]$, that is,
$$\langle x\rangle=\frac z\gamma,\qquad\langle x^2\rangle=\frac{2z^2}{\gamma(2\gamma-1)} .$$
The ratio of lower to upper density is $s^2=(1-\gamma)/(1+\gamma)$ at every $r$. Hence $\langle\beta\rangle=(1-s^2)/(1+s^2)=\gamma$ and $\langle\beta x\rangle=\gamma\langle x\rangle=z$. Collecting terms,
$$\frac{\langle\mathbf p^2\rangle}{m^2c^2}=\gamma^2+1+\frac{2z^4}{\gamma(2\gamma-1)}+2z^2-2\gamma^2-2z^2=z^2+\frac{2z^4}{\gamma(2\gamma-1)} .\tag{4}$$

The first term is the nonrelativistic value. The second shows that the Dirac mean of $\mathbf p^2/2M$ already contains a correction of order $z^4$. At $Z=20$, where $z=0.145947$ and $\gamma=0.989292$, equation (4) gives $0.021301+0.000937=0.022238$. The numerical value is $0.02223786$, both from the squared norm and from the closure sum over all states.

The mean value diverges at $\gamma=1/2$. Near the nucleus the wave function behaves as $r^{\gamma-1}$ and its gradient as $r^{\gamma-2}$, so the integral $\int r^{2\gamma-4}r^2dr$ converges at the origin only for $\gamma>1/2$, or $z<\sqrt3/2$. For $j=1/2$ states of a point nucleus this is the condition for (3) to be meaningful.

### (e) Trading momentum for force

*Express $\langle n|\mathbf p|a\rangle$ through the gradient of the potential. What does this say about the size of $S$?*

**Solution.** The momentum commutes with the free part of $h$, and $[\mathbf p,V]=-i\hbar\nabla V$. Taking $[\mathbf p,h]$ between eigenstates gives
$$(\varepsilon_a-\varepsilon_n)\langle n|\mathbf p|a\rangle=\langle n|[\mathbf p,h]|a\rangle=-i\hbar\langle n|\nabla V|a\rangle .\tag{5}$$
Letting $h$ act to the left produces a surface term at the origin of order $r^2\,r^{\gamma-1}r^{\gamma-2}=r^{2\gamma-1}$ at worst. It vanishes under the condition found in (d).

The Coulomb potential of a point nucleus with $z<1$ leaves the negative-energy levels at $\varepsilon_n\le-mc^2$. The denominator is then at least $\varepsilon_a+mc^2$, close to $2mc^2$ for weak binding. A free electron has no transitions of this kind, because its momentum is conserved. The force of the nucleus is needed, and it brings an explicit factor $z$ into the amplitude.

It would be tempting to replace the denominator by $2mc^2$ and sum over all states, which leads to $\langle(\nabla V)^2\rangle\propto\langle1/r^4\rangle$. For $s$ states this integral diverges at small $r$. The sum is thus sensitive to distances much shorter than the size of the atom, where the energies $\varepsilon_n$ must be kept.

## II. The size of the negative-energy term

The symbols are those of the first half: $z=Z\alpha$, $V=-Ze^2/r$, and $|n\rangle$ are the Dirac states in $V$ with energies $\varepsilon_n$. The Coulomb recoil energy is $\Delta E_C=\langle\mathbf p^2\rangle/2M-S/M$ with $S=\sum_{\varepsilon_n<0}|\langle n|\mathbf p|a\rangle|^2$, and by (5) $\langle n|\mathbf p|a\rangle=-i\hbar\langle n|\nabla V|a\rangle/(\varepsilon_a-\varepsilon_n)$. What remains is to find how large $S$ is.

### (f) The amplitude for an $s$ state at small $z$

*Assume that the important negative-energy states have momenta $k$ of order $mc$. Find $|\langle n|\mathbf p|a\rangle|^2$, summed over the spin of $n$, to leading order in $z$.*

The Coulomb recoil energy has been reduced to $\langle\mathbf p^2\rangle/2M-S/M$, with the kinetic term evaluated for $1s$ and the matrix elements in $S$ expressed through the force of the nucleus. What remains is to solve (f) and find how large the negative-energy sum $S$ is, first at small $z$ and then at finite $z$.

All numerical values are calculated from the stated model.
